# Ghost Interaction in the 1s–2s Ensemble of Hydrogen: test program

```python
"""Ghost interaction in the 1s-2s ensemble of the hydrogen atom.

Result under test: for n_w = (1-w) n_1s + w n_2s the Hartree energy is
  (1-w)^2 J11/2 + w^2 J22/2 + w (1-w) J12,
and Fock exchange of the ensemble density matrix leaves the spurious energy
  G(w) = w (1-w) (J12 - K12)    (both states with the same spin).
J_ij: Coulomb integral of densities i and j; K12: exchange integral;
w: weight of 2s. Hartree atomic units, fixed nucleus, s symmetry only.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]

# Closed-form Coulomb integrals from the radial functions.
r = sp.symbols("r", positive=True)
R1 = 2 * sp.exp(-r)
R2 = (2 - r) * sp.exp(-r / 2) / (2 * sp.sqrt(2))


def primitive(f):
    return sp.integrate(sp.expand(f), r)


def coulomb(a, b):
    """Monopole Coulomb integral of two radial distributions.

    Every primitive used here is polynomial times decaying exponential,
    so it vanishes at infinity.
    """
    inside = primitive(b)
    inside = inside - inside.subs(r, 0)
    outside = -primitive(b / r)
    total = primitive(a * (inside / r + outside))
    return sp.simplify(-total.subs(r, 0))


p1, p2, p12 = [sp.expand(r**2 * f) for f in (R1**2, R2**2, R1 * R2)]
exact = {"J11": coulomb(p1, p1), "J22": coulomb(p2, p2),
         "J12": coulomb(p1, p2), "K12": coulomb(p12, p12)}
J11, J22, J12, K12 = [float(exact[k]) for k in ("J11", "J22", "J12", "K12")]
X = J12 - K12
D = 0.5 * (J11 + J22) - J12


def hartree_parts(w):
    return 0.5 * (1 - w)**2 * J11, 0.5 * w**2 * J22, w * (1 - w) * J12


# Independent Hartree energy: field energy of the whole ensemble density.
grid = np.linspace(0.0, 70.0, 14001)
f1 = sp.lambdify(r, p1, "numpy")(grid)
f2 = sp.lambdify(r, p2, "numpy")(grid)


def field_energy(radial_density):
    charge = CubicSpline(grid, radial_density).antiderivative()(grid)
    integrand = np.zeros_like(grid)
    integrand[1:] = 0.5 * (charge[1:] / grid[1:])**2
    inner = CubicSpline(grid, integrand).integrate(0.0, grid[-1])
    return float(inner + 0.5 * charge[-1]**2 / grid[-1])


weights = (0.0, 0.1, 0.25, 0.5)
field_dev = max(abs(field_energy((1 - w) * f1 + w * f2)
                    - sum(hartree_parts(w))) for w in weights)
assert field_dev < 1e-6
# The field energy of the neutral difference density gives the bowing.
assert abs(field_energy(f1 - f2) - D) < 1e-6 and D > 0


# Gaussian basis: an independent representation, also used for relaxation.
class GaussianAtom:
    def __init__(self, smallest, count, ratio=2.2):
        shells = [[0, [smallest * ratio**k, 1.0]] for k in range(count)]
        mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
        self.S = mol.intor("int1e_ovlp")
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.eri = mol.intor("int2e")
        self.n = count
        anti = self.eri - self.eri.transpose(0, 2, 1, 3)
        self.anti = anti.reshape(count**2, count**2)
        self.e, self.c = eigh(self.h, self.S)

    def density(self, w, c):
        return ((1 - w) * np.outer(c[:, 0], c[:, 0])
                + w * np.outer(c[:, 1], c[:, 1]))

    def mean_field(self, gamma):
        return (self.anti @ gamma.ravel()).reshape(self.n, self.n)

    def energy(self, gamma):
        return float(np.sum(gamma * (self.h + 0.5 * self.mean_field(gamma))))

    def relax(self, w, steps=400):
        """Stationary ensemble energy and orbital-energy gap."""
        c = self.c
        F = self.h + self.mean_field(self.density(w, c))
        gap = 0.0
        for _ in range(steps):
            eps, c = eigh(F, self.S)
            change = abs(eps[1] - eps[0] - gap)
            gap = eps[1] - eps[0]
            new = self.h + self.mean_field(self.density(w, c))
            F = 0.5 * F + 0.5 * new
        assert change < 1e-7
        return self.energy(self.density(w, c)), float(gap)


SMALL = 1e-4
atom = GaussianAtom(SMALL, 24)
E1, E2 = float(atom.e[0]), float(atom.e[1])
E1_exact, E2_exact = [
    float(-primitive(r**2 * R * (-sp.diff(r**2 * sp.diff(R, r), r)
                                / (2 * r**2) - R / r)).subs(r, 0))
    for R in (R1, R2)]
assert abs(E1 - E1_exact) < 2e-5 and abs(E2 - E2_exact) < 2e-5
excitation = E2_exact - E1_exact


def exact_energy(w):
    return (1 - w) * E1_exact + w * E2_exact


def frozen_energy(w):
    return exact_energy(w) + w * (1 - w) * X


# Ghost energy from the density-matrix functional, equal spins.
for w in weights:
    gamma = atom.density(w, atom.c)
    assert abs(atom.energy(gamma) - frozen_energy(w)) < 3e-5

# Opposite spins: exchange acts inside each spin block only.
w = 0.3
blocks = [(1 - w) * np.outer(atom.c[:, 0], atom.c[:, 0]),
          w * np.outer(atom.c[:, 1], atom.c[:, 1])]
total = blocks[0] + blocks[1]
opposite = 0.5 * np.einsum("pqrs,pq,rs", atom.eri, total, total,
                           optimize=True)
for g in blocks:
    opposite -= 0.5 * np.einsum("prqs,pq,rs", atom.eri, g, g, optimize=True)
assert abs(opposite - w * (1 - w) * J12) < 3e-5

# Slope with fixed orbitals, by differences of the functional itself.
d = 0.005
for w in (0.1, 0.25):
    diff = (atom.energy(atom.density(w + d, atom.c))
            - atom.energy(atom.density(w - d, atom.c))) / (2 * d)
    assert abs(diff - (excitation + (1 - 2 * w) * X)) < 5e-5

# Relaxed orbitals: bounds, slope theorem and concavity.
relaxed = {w: atom.relax(w) for w in weights[1:]}
for w, (energy, gap) in relaxed.items():
    assert exact_energy(w) < energy < frozen_energy(w)
slope_fd = (atom.relax(0.25 + d)[0] - atom.relax(0.25 - d)[0]) / (2 * d)
assert abs(slope_fd - relaxed[0.25][1]) < 1e-4
assert relaxed[0.1][1] > relaxed[0.25][1] > relaxed[0.5][1]


# Limit w -> 0: second orbital in the field of nucleus plus a full 1s ghost.
def second_level(a):
    F = a.h + a.mean_field(a.density(0.0, a.c))
    return float(eigh(F, a.S, eigvals_only=True)[1])


compact = GaussianAtom(SMALL * 2.2**2, 22)
level_compact, level_diffuse = second_level(compact), second_level(atom)
assert 0 < level_diffuse < 0.5 * level_compact
assert level_diffuse < 1e-3

print("Hydrogen 1s-2s ensemble; energies in hartree unless marked eV")
print(f"E(1s) = {E1_exact:.6f}, E(2s) = {E2_exact:.6f}")
print(f"exact excitation energy = {excitation:.6f} = "
      f"{excitation * EV:.4f} eV")
for name, value in exact.items():
    print(f"{name} = {value} = {float(value):.6f}")
print(f"J12-K12 = {exact['J12'] - exact['K12']} = {X:.6f} = {X * EV:.4f} eV")
print(f"D = (J11+J22)/2-J12 = {D:.6f}")
print(f"largest deviation, field energy vs quadratic law = {field_dev:.1e}")
print("Hartree energy: w, 1s part, 2s part, cross part, total, state average")
for w in weights:
    a, b, c = hartree_parts(w)
    average = 0.5 * ((1 - w) * J11 + w * J22)
    print(f"  {w:.2f} {a:.6f} {b:.6f} {c:.6f} {a + b + c:.6f} {average:.6f}")
print("Fixed orbitals: w, exact E, E with ghost, ghost G, slope, chord")
for w in weights:
    chord = (f"{(frozen_energy(w) - frozen_energy(0)) / w:.6f}"
             if w > 0 else "undefined")
    slope = excitation + (1 - 2 * w) * X
    print(f"  {w:.2f} {exact_energy(w):.6f} {frozen_energy(w):.6f} "
          f"{w * (1 - w) * X:.6f} {slope:.6f} {chord}")
print(f"ghost energy at w=0.5: same spin = {0.25 * X:.6f} = "
      f"{0.25 * X * EV:.4f} eV")
print(f"ghost energy at w=0.5: opposite spin = {0.25 * J12:.6f}")
print("Relaxed orbitals: w, E, E minus exact E, slope (gap)")
for w, (energy, gap) in relaxed.items():
    print(f"  {w:.2f} {energy:.5f} {energy - exact_energy(w):.5f} {gap:.5f}")
print(f"finite-difference slope at w=0.25 = {slope_fd:.5f}")
print("Second orbital energy at w=0, two Gaussian bases:")
print(f"  smallest exponent {SMALL * 2.2**2:.2e} bohr^-2: "
      f"{level_compact:.6f}")
print(f"  smallest exponent {SMALL:.2e} bohr^-2: {level_diffuse:.6f}")
print(f"ionization energy, the w->0 relaxed slope = {-E1_exact:.6f} = "
      f"{-E1_exact * EV:.4f} eV")
print("done: every assertion held")
```

Output:

```
Hydrogen 1s-2s ensemble; energies in hartree unless marked eV
E(1s) = -0.500000, E(2s) = -0.125000
exact excitation energy = 0.375000 = 10.2043 eV
J11 = 5/8 = 0.625000
J22 = 77/512 = 0.150391
J12 = 17/81 = 0.209877
K12 = 16/729 = 0.021948
J12-K12 = 137/729 = 0.187929 = 5.1138 eV
D = (J11+J22)/2-J12 = 0.177819
largest deviation, field energy vs quadratic law = 3.1e-11
Hartree energy: w, 1s part, 2s part, cross part, total, state average
  0.00 0.312500 0.000000 0.000000 0.312500 0.312500
  0.10 0.253125 0.000752 0.018889 0.272766 0.288770
  0.25 0.175781 0.004700 0.039352 0.219833 0.253174
  0.50 0.078125 0.018799 0.052469 0.149393 0.193848
Fixed orbitals: w, exact E, E with ghost, ghost G, slope, chord
  0.00 -0.500000 -0.500000 0.000000 0.562929 undefined
  0.10 -0.462500 -0.445586 0.016914 0.525343 0.544136
  0.25 -0.406250 -0.371013 0.035237 0.468964 0.515947
  0.50 -0.312500 -0.265518 0.046982 0.375000 0.468964
ghost energy at w=0.5: same spin = 0.046982 = 1.2784 eV
ghost energy at w=0.5: opposite spin = 0.052469
Relaxed orbitals: w, E, E minus exact E, slope (gap)
  0.10 -0.45032 0.01218 0.49135
  0.25 -0.37865 0.02760 0.46184
  0.50 -0.27178 0.04072 0.38919
finite-difference slope at w=0.25 = 0.46184
Second orbital energy at w=0, two Gaussian bases:
  smallest exponent 4.84e-04 bohr^-2: 0.000563
  smallest exponent 1.00e-04 bohr^-2: 0.000113
ionization energy, the w->0 relaxed slope = 0.500000 = 13.6057 eV
done: every assertion held
```
